# Why a Kohn-Sham gap is not the driving energy for capture: verification in Python

```python
"""
Result under test: the energy driving electron capture D+ + e -> D0 is
    Delta = E_plus(Q_plus) + eps_C - E_zero(Q_zero),
with both charge states relaxed. The Kohn-Sham gap eps_C - eps_d(f, Q), taken at
one occupation f and one geometry Q, differs from it by relaxation and curvature.

Model: lattice density functional. A ring of two-site cells (site energies
+D and -D, hopping t) has a filled valence band and band edges at +D and -D.
One defect orbital (energy e0, occupation n) is attached by hopping V.
Energy terms on the defect: U n(n-1)/2 + F Q n + k Q^2/2.
Q is a mass-weighted coordinate in amu^(1/2) Angstrom; energies are in eV.
f is the occupation of the gap eigenstate: f=0 is D+, f=1 is D0.
One spin channel is kept.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc, ive

D, t, V = 1.70, 1.50, 0.30
e0, U_ref, F = 1.00, 0.40, 0.70
hw = 0.040
T = 300.0
kB = const.k / const.e
omega = hw * const.e / const.hbar
k = omega**2 * const.atomic_mass * 1e-20 / const.e
CELLS = 40


@lru_cache(maxsize=None)
def host(cells):
    size = 2 * cells
    H = np.zeros((size + 1, size + 1))
    for i in range(size):
        H[i, i] = D if i % 2 == 0 else -D
        j = (i + 1) % size
        H[i, j] = H[j, i] = t
    H[size, 0] = H[0, size] = V
    return H


def scf(f, Q=None, U=U_ref, cells=CELLS, in_band=False):
    """Return total energy, gap eigenvalue, n, Q. Q=None relaxes the lattice."""
    H = host(cells).copy()
    occ = np.zeros(len(H))
    occ[:cells] = 1.0
    occ[cells] = f
    if in_band:
        occ[cells + 1] = 1.0
    n = f
    for _ in range(300):
        q = -F * n / k if Q is None else Q
        H[-1, -1] = e0 + F * q + U * (n - 0.5)
        eps, C = eigh(H)
        n_new = float(C[-1]**2 @ occ)
        done = abs(n_new - n) < 1e-11
        n = n_new
        if done:
            break
    else:
        raise RuntimeError("self-consistency not reached")
    one_body = occ @ eps - H[-1, -1] * n + (e0 + F * q) * n
    energy = one_body + 0.5 * U * n * (n - 1) + 0.5 * k * q**2
    return energy, eps[cells], n, q


def gap(f, Q, U=U_ref):
    return D - scf(f, Q, U)[1]


def driving(U=U_ref):
    return D + scf(0.0, U=U)[0] - scf(1.0, U=U)[0]


# Relaxed charge states; the force condition is checked by direct minimization.
E_plus, _, n_plus, Q_plus = scf(0.0)
E_zero, _, n_zero, Q_zero = scf(1.0)
for f, E_rel, Q_rel in ((0.0, E_plus, Q_plus), (1.0, E_zero, Q_zero)):
    best = minimize_scalar(lambda x: scf(f, x)[0], method="bounded",
                           bounds=(Q_rel - 0.6, Q_rel + 0.7),
                           options={"xatol": 1e-7})
    assert abs(best.x - Q_rel) < 1e-4 and abs(best.fun - E_rel) < 1e-8
Delta = D + E_plus - E_zero
lam_zero = scf(1.0, Q_plus)[0] - E_zero
lam_plus = scf(0.0, Q_zero)[0] - E_plus
lam = 0.5 * (lam_zero + lam_plus)

# An electron placed explicitly in the band costs the band-edge energy.
band_shift = {}
for cells in (40, 160):
    start = scf(0.0, Q_plus, cells=cells)[0]
    added = scf(0.0, Q_plus, cells=cells, in_band=True)[0]
    band_shift[cells] = added - start - D
assert abs(band_shift[160]) < 1e-3
assert abs(band_shift[160]) < abs(band_shift[40]) / 3

# Finite ring against the Green function of the infinite host.
level = scf(0.0, Q_plus)[1]
a = D**2 - level**2
green = -(level + D) / np.sqrt(a * (a + 4 * t**2))
site = e0 + F * Q_plus + U_ref * (n_plus - 0.5)
assert abs(level - site - V**2 * green) < 1e-7

# Eigenvalue as slope of the total energy, at fixed geometry.
h = 1e-3
slope = (scf(0.5 + h, -1.0)[0] - scf(0.5 - h, -1.0)[0]) / (2 * h)
janak_error = slope - scf(0.5, -1.0)[1]
assert abs(janak_error) < 1e-5

# Integrals over occupation: fixed geometry and relaxed path.
x, w = np.polynomial.legendre.leggauss(6)
nodes, weights = 0.5 * (x + 1), 0.5 * w
vertical_int = sum(c * gap(f, Q_plus) for f, c in zip(nodes, weights))
relaxed_int = sum(c * (D - scf(f)[1]) for f, c in zip(nodes, weights))
vertical_plus = D + E_plus - scf(1.0, Q_plus)[0]
vertical_zero = D + scf(0.0, Q_zero)[0] - E_zero
assert abs(vertical_int - vertical_plus) < 1e-5
assert abs(relaxed_int - Delta) < 1e-5
midpoint = D - scf(0.5)[1]

# Four one-geometry gaps and the quadratic estimates of their errors.
g = {(f, name): gap(f, Q) for f in (0.0, 1.0)
     for name, Q in (("plus", Q_plus), ("zero", Q_zero))}
K_plus = g[0.0, "plus"] - g[1.0, "plus"]
K_zero = g[0.0, "zero"] - g[1.0, "zero"]
est_plus = Delta - lam_zero + K_plus / 2
est_zero = Delta + lam_plus - K_zero / 2
assert abs(g[0.0, "plus"] - est_plus) < 0.01
assert abs(g[1.0, "zero"] - est_zero) < 0.01
assert min(abs(value - Delta) for value in g.values()) > 0.2

# Removing curvature leaves the relaxation error.
Delta_flat = driving(0.0)
gap_flat = D - scf(0.0, U=0.0)[1]
assert abs(Delta_flat - gap_flat) > 0.4
assert abs(Delta_flat - Delta) < 0.1 * abs(gap_flat - g[0.0, "plus"])

# Curvature at which the empty-level gap agrees by cancellation.
U_cancel = brentq(lambda u: D - scf(0.0, U=u)[1] - driving(u), 0.4, 2.0,
                  xtol=1e-8)
Delta_cancel = driving(U_cancel)
filled_cancel = D - scf(1.0, U=U_cancel)[1]
Q_cancel = scf(0.0, U=U_cancel)[3]
K_cancel = gap(0.0, Q_cancel, U_cancel) - gap(1e-4, Q_cancel, U_cancel)
K_cancel /= 1e-4
assert abs(filled_cancel - Delta_cancel) < 0.05
assert abs(K_cancel - 2 * lam) < 0.2


def barrier(energy):
    return (energy - lam)**2 / (4 * lam)


# Separate force constants from total energies, then the parabola crossing.
step = 0.1
k_plus = (scf(0.0, Q_plus + step)[0] + scf(0.0, Q_plus - step)[0]
          - 2 * E_plus) / step**2
k_zero = (scf(1.0, Q_zero + step)[0] + scf(1.0, Q_zero - step)[0]
          - 2 * E_zero) / step**2
poly = [0.5 * (k_plus - k_zero), -k_plus * Q_plus + k_zero * Q_zero,
        0.5 * k_plus * Q_plus**2 - 0.5 * k_zero * Q_zero**2 + Delta]
roots = np.roots(poly)
real_roots = roots[np.abs(roots.imag) < 1e-8].real
cross_barrier = min(0.5 * k_plus * (real_roots - Q_plus)**2)
assert abs(cross_barrier - barrier(Delta)) < 0.04
zero_point = 0.5 * hw * (np.sqrt(k_plus / k) - np.sqrt(k_zero / k))

# Thermal overlap factor from displaced-oscillator matrix elements.
S = lam / hw
size = 300
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
overlap2 = expm(np.sqrt(S) * (lower.T - lower))**2
quanta = np.arange(size)
change = quanta[:, None] - quanta[None, :]
width = 0.5 * hw


def populations(temp):
    p = np.exp(-quanta * hw / (kB * temp))
    return p / p.sum()


def quantum_factor(energy, temp):
    line = np.exp(-0.5 * ((energy - change * hw) / width)**2)
    line /= width * np.sqrt(2 * np.pi)
    return float(np.sum(overlap2 * line * populations(temp)[None, :]))


def classical_factor(energy, temp):
    kT = kB * temp
    return np.exp(-barrier(energy) / kT) / np.sqrt(4 * np.pi * lam * kT)


nbar = 1 / np.expm1(hw / (kB * T))
for p in (10, 20, 32):
    explicit = np.diagonal(overlap2, -p) @ populations(T)[:size - p]
    z = 2 * S * np.sqrt(nbar * (nbar + 1))
    closed = (np.exp(z - S * (2 * nbar + 1)) * ive(p, z)
              * ((nbar + 1) / nbar)**(p / 2))
    assert abs(explicit / closed - 1) < 1e-6
hot_ratio = quantum_factor(Delta, 1500.0) / classical_factor(Delta, 1500.0)
assert abs(hot_ratio - 1) < 0.05
q_ref, c_ref = quantum_factor(Delta, T), classical_factor(Delta, T)


# Image energy of a unit charge in a cubic cell with neutralizing background.
def cubic_constant(eta):
    r = np.arange(-4, 5)
    grid = np.array(np.meshgrid(r, r, r)).reshape(3, -1)
    R = np.sqrt((grid**2).sum(axis=0))
    R = R[R > 0]
    G2 = (2 * np.pi * R)**2
    total = np.sum(erfc(eta * R) / R)
    total += 4 * np.pi * np.sum(np.exp(-G2 / (4 * eta**2)) / G2)
    return -(total - 2 * eta / np.sqrt(np.pi) - np.pi / eta**2)


alpha = cubic_constant(2.0)
assert abs(alpha - cubic_constant(2.4)) < 1e-7
eps_r, L_nm, mass = 10.0, 1.5, 0.20
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
image = alpha * coulomb / (2 * eps_r * L_nm)
rydberg = const.physical_constants["Rydberg constant times hc in eV"][0]
shallow = rydberg * mass / eps_r**2
edge_slope, warm = 0.4e-3, 100.0


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print(f"Inputs: D={D}, t={t}, V={V}, e0={e0}, U={U_ref}, hw={hw} eV")
print(f"Coupling F={F} eV/(amu^1/2 A); T={T} K; ring cells={CELLS}")
show("Host gap 2D", 2 * D, "eV", 2)
show("Band edge eps_C", D, "eV", 2)
show("Force constant k", k, "eV/(amu A^2)")
show("Defect occupation n, relaxed D+", n_plus)
show("Defect occupation n, relaxed D0", n_zero)
show("Q relaxed D+", Q_plus, "amu^1/2 A")
show("Q relaxed D0", Q_zero, "amu^1/2 A")
show("Total energy D+ relaxed", E_plus, "eV")
show("Total energy D0 relaxed", E_zero, "eV")
show("Driving energy Delta", Delta, "eV")
show("Driving energy Delta", Delta * const.e /
     const.physical_constants["Hartree energy"][0], "Hartree", 5)
show("Relaxation energy of D0 from D+ geometry", lam_zero, "eV")
show("Relaxation energy of D+ from D0 geometry", lam_plus, "eV")
show("Mean relaxation energy lambda", lam, "eV")
show("Vertical total-energy difference at D+ geometry", vertical_plus, "eV")
show("Vertical total-energy difference at D0 geometry", vertical_zero, "eV")
for (f, name), value in g.items():
    label = "D+" if name == "plus" else "D0"
    print(f"KS gap f={f:.0f}, {label} geometry: {value:.4f} eV; "
          f"minus Delta: {value - Delta:+.4f} eV")
show("Curvature K at D+ geometry", K_plus, "eV")
show("Curvature K at D0 geometry", K_zero, "eV")
show("Quadratic estimate, empty gap at D+ geometry", est_plus, "eV")
show("Quadratic estimate, filled gap at D0 geometry", est_zero, "eV")
show("Integral of gap over f at D+ geometry", vertical_int, "eV")
show("Integral of gap over relaxed path", relaxed_int, "eV")
show("Half-filled relaxed gap", midpoint, "eV")
print(f"Janak slope minus eigenvalue: {janak_error:.1e} eV")
print(f"Band electron cost minus eps_C, 40 and 160 cells: "
      f"{1e3*band_shift[40]:.3f}, {1e3*band_shift[160]:.3f} meV")
print(f"U=0: Delta={Delta_flat:.4f}, empty relaxed gap={gap_flat:.4f} eV")
print(f"Cancellation: U={U_cancel:.4f}, Delta={Delta_cancel:.4f} eV")
print(f"Cancellation: filled relaxed gap={filled_cancel:.4f}, "
      f"K at f=0: {K_cancel:.4f} eV")
show("Thermal energy kT", kB * T, "eV")
show("Huang-Rhys factor S", S, "", 2)
show("Classical barrier from Delta", barrier(Delta), "eV")
print(f"Overlap factor from Delta: quantum {q_ref:.3e}, "
      f"classical {c_ref:.3e} 1/eV")
for key, label in (((0.0, "plus"), "empty gap, D+ geometry"),
                   ((1.0, "zero"), "filled gap, D0 geometry")):
    value = g[key]
    print(f"Using {label}: barrier {barrier(value):.4f} eV")
    print(f"  rate / rate(Delta): quantum "
          f"{quantum_factor(value, T)/q_ref:.3e}, classical "
          f"{classical_factor(value, T)/c_ref:.3e}")
show("Tunnelling: quantum/classical factor at 300 K", q_ref / c_ref, "", 2)
show("Quantum/classical factor at 1500 K", hot_ratio, "", 3)
print(f"Force constants D+, D0: {k_plus:.4f}, {k_zero:.4f} eV/(amu A^2)")
show("Barrier with unequal force constants", cross_barrier, "eV")
show("Zero-point addition to Delta", 1e3 * zero_point, "meV", 3)
print(f"Rough inputs: eps_r={eps_r}, cell={L_nm} nm, mass={mass} m_e")
print(f"Cubic constant {alpha:.4f}; image energy {image:.4f} eV")
show("Mean thermal carrier energy 3kT/2", 1.5 * kB * T, "eV")
print(f"Edge shift for {warm:.0f} K at rough {1e3*edge_slope:.1f} meV/K: "
      f"{edge_slope*warm:.3f} eV")
show("Hydrogenic binding of incoming electron", shallow, "eV")
print("tests ok")
```

Output:

```
Inputs: D=1.7, t=1.5, V=0.3, e0=1.0, U=0.4, hw=0.04 eV
Coupling F=0.7 eV/(amu^1/2 A); T=300.0 K; ring cells=40
Host gap 2D: 3.40 eV
Band edge eps_C: 1.70 eV
Force constant k: 0.3828 eV/(amu A^2)
Defect occupation n, relaxed D+: 0.0011
Defect occupation n, relaxed D0: 0.9877
Q relaxed D+: -0.0020 amu^1/2 A
Q relaxed D0: -1.8063 amu^1/2 A
Total energy D+ relaxed: -105.9579 eV
Total energy D0 relaxed: -105.6238 eV
Driving energy Delta: 1.3660 eV
Driving energy Delta: 0.05020 Hartree
Relaxation energy of D0 from D+ geometry: 0.6038 eV
Relaxation energy of D+ from D0 geometry: 0.6223 eV
Mean relaxation energy lambda: 0.6131 eV
Vertical total-energy difference at D+ geometry: 0.7622 eV
Vertical total-energy difference at D0 geometry: 1.9883 eV
KS gap f=0, D+ geometry: 0.9441 eV; minus Delta: -0.4219 eV
KS gap f=0, D0 geometry: 2.1831 eV; minus Delta: +0.8171 eV
KS gap f=1, D+ geometry: 0.5870 eV; minus Delta: -0.7789 eV
KS gap f=1, D0 geometry: 1.7941 eV; minus Delta: +0.4281 eV
Curvature K at D+ geometry: 0.3571 eV
Curvature K at D0 geometry: 0.3890 eV
Quadratic estimate, empty gap at D+ geometry: 0.9407 eV
Quadratic estimate, filled gap at D0 geometry: 1.7938 eV
Integral of gap over f at D+ geometry: 0.7622 eV
Integral of gap over relaxed path: 1.3660 eV
Half-filled relaxed gap: 1.3645 eV
Janak slope minus eigenvalue: -1.5e-09 eV
Band electron cost minus eps_C, 40 and 160 cells: 1.620, 0.189 meV
U=0: Delta=1.3639, empty relaxed gap=0.7522 eV
Cancellation: U=1.2802, Delta=1.3720 eV
Cancellation: filled relaxed gap=1.3720, K at f=0: 1.2282 eV
Thermal energy kT: 0.0259 eV
Huang-Rhys factor S: 15.33
Classical barrier from Delta: 0.2312 eV
Overlap factor from Delta: quantum 2.939e-03, classical 2.932e-04 1/eV
Using empty gap, D+ geometry: barrier 0.0447 eV
  rate / rate(Delta): quantum 1.613e+02, classical 1.357e+03
Using filled gap, D0 geometry: barrier 0.5688 eV
  rate / rate(Delta): quantum 2.883e-04, classical 2.130e-06
Tunnelling: quantum/classical factor at 300 K: 10.03
Quantum/classical factor at 1500 K: 1.026
Force constants D+, D0: 0.3825, 0.3776 eV/(amu A^2)
Barrier with unequal force constants: 0.2343 eV
Zero-point addition to Delta: 0.127 meV
Rough inputs: eps_r=10.0, cell=1.5 nm, mass=0.2 m_e
Cubic constant 2.8373; image energy 0.1362 eV
Mean thermal carrier energy 3kT/2: 0.0388 eV
Edge shift for 100 K at rough 0.4 meV/K: 0.040 eV
Hydrogenic binding of incoming electron: 0.0272 eV
tests ok
```
